# Breakdown Strength and System Size: the Duxbury–Leath Law for Needles, part 2

We ask how the breakdown field of a square lattice of equal capacitors falls with its size. The lattice has \(L\times L\) sites with spacing \(a\), is periodic in both directions, and has \(L^2\) bonds along the field. The mean field \(E\) is held fixed, and \(V=Ea\) is the mean voltage per bond along the field. Each bond is shorted at the start with probability \(p\), independently, with \(p\) well below the percolation threshold \(1/2\). An intact bond whose voltage reaches \(v_c\) shorts irreversibly.

A *needle* is a straight run of \(n\) shorted bonds along the field. By assumption 4, its tip voltage is taken to be that of the same needle alone in an infinite lattice, \(g(n)V\). The longest run in the sample has length \(R_L\), and the needle-limited strength is

\[
E_L=\frac{v_c}{a\,g(R_L)} .
\tag{3}
\]

The theorem to be proved states that, as \(L\to\infty\) at fixed \(p\),

\[
E_L\simeq\frac{v_c}{a}\,\frac1K\left[\frac{\ln(1/p)}{2\ln L}\right]^{1/2},
\qquad K=\frac12\sqrt{\pi(2\sqrt2-2)} ,
\tag{4}
\]

in the sense that the ratio of the two sides tends to 1 in probability. It is the large-\(L\) limit of the Duxbury–Leath form \(E_L\propto 1/[1+B(\ln L)^\alpha]\), with constants \(B\) and \(\alpha\), for \(\alpha=1/2\).

These results are already available:

- **Lemma 2.** For large \(n\), \(g(n)\simeq K\sqrt n\), with \(K\approx0.807\). The vertical bonds at the last site of the needle carry \(1/\sqrt2\) of the tip voltage. Numerically, the offset \(g^2/K^2-n\) is 1.457 at \(n=400\), and \(K\sqrt{n+1.457}\) also serves well for short needles.
- **Lemma 3.** For a needle alone in an infinite lattice, \(g(n+1)>g(n)\) for every \(n\ge0\). Once its tip has failed, it goes on growing without any increase of the applied field.
- **Lemma 4.** Let \(n_L=2\ln L/\ln(1/p)\). Then \(R_L/n_L\to1\) in probability as \(L\to\infty\).

### Proof of the theorem

By Lemma 4, \(R_L\to\infty\) in probability, so Lemma 2 applies and \(g(R_L)/(K\sqrt{R_L})\to1\). By Lemma 4 again, \(\sqrt{R_L/n_L}\to1\). Inserting both in the definition of \(E_L\),

\[
E_L=\frac{v_c}{a\,g(R_L)}\simeq\frac{v_c}{aK\sqrt{n_L}}
=\frac{v_c}{a}\,\frac1K\left[\frac{\ln(1/p)}{2\ln L}\right]^{1/2}. \qquad∎
\]

By Lemma 3, the failure of this tip is final for an isolated needle.

**Remark on slowness.** Equation (4) gives \(d\ln E_L/d\ln L=-1/(2\ln L)\). The relative loss of strength per factor of size becomes smaller as the sample grows, but the limiting strength is zero.

**Remark on limits.** If \(p\to0\) at fixed \(L\), the longest run eventually has length zero, \(g(0)=1\), and the strength is \(v_c/a\). Equation (4) then fails, because it assumes \(n_L\gg1\). As \(p\) approaches \(1/2\), the large clusters are no longer isolated straight runs, and assumption 4 fails.

### The distribution of strengths

The whole distribution follows from a sharper count. Let \(Q_m\) be the probability that a line of \(m\) bonds contains no run of \(n\) shorts. Adding the \(m\)-th bond spoils such a line if the last \(n\) bonds are shorted, the one before them is intact, and the first \(m-n-1\) contain no run. Hence

\[
Q_m=Q_{m-1}-(1-p)p^n\,Q_{m-n-1} .
\]

A solution \(Q_m\propto\lambda^m\) requires \(\lambda=1-(1-p)p^n\lambda^{-n}\). For \(np^n\ll1\) the largest root is

\[
\lambda\simeq1-(1-p)p^n ,
\]

with a relative correction of order \(np^n\) to the second term. The other roots are smaller in modulus, and their \(L\)-th powers can be neglected for a long row. Closing a row into a ring leaves the factor \(\lambda^L\), and \(L\) independent rows give

\[
P(R_L<n)\simeq\exp\left[-L^2(1-p)p^n\right].
\tag{7}
\]

The exponent is the expected number of places where an intact bond is followed by \(n\) shorts. For \(L=1000\), \(p=0.1\) and \(n=6\) it is \(10^6\times0.9\times10^{-6}=0.9\), and (7) gives 0.40657. An exact transfer-matrix count of the rings gives the same to five decimals.

A sample has failed at field \(E\) if its longest run satisfies \(g(R_L)Ea\ge v_c\). Let \(n_E\) be the smallest integer with \(g(n_E)\ge v_c/(Ea)\). The fraction of samples with strength at most \(E\) is then

\[
F_L(E)=1-\exp\left[-L^2(1-p)p^{\,n_E}\right].
\]

Replacing \(n_E\) by the smooth leading form \((v_c/KEa)^2\) gives the Duxbury–Leath distribution for needles,

\[
F_L(E)\simeq1-\exp\left\{-L^2(1-p)\exp\left[-\ln\frac1p\left(\frac{v_c}{KEa}\right)^2\right]\right\}.
\tag{8}
\]

Equation (8) is reliable for how the typical field moves with \(\ln L\), and much less so for the factor in front of the inner exponential. Lemma 2 was accompanied by an observed offset: \(n\) is closer to \((v_c/KEa)^2-1.46\). If \(n\) is treated as continuous, the expected number of fatal needles is then larger by \(p^{-1.46}\), a factor of about 29 at \(p=0.1\). With the whole number \(n_E\) the factor varies with the field, between about 3 and 29. For moderate \(L\) one should use \(n_E\) with the lattice values of \(g\).

### First failure and final breakdown

A needle is not the defect that fails first. Two needles in line, separated by one intact bond, concentrate the field in the gap more strongly, and for long needles far more strongly.

**Proposition.** For two needles of \(m\) shorts with one intact bond between them, the gap voltage grows for large \(m\) as \(\pi mV/\ln m\).

**Derivation.** In the continuum let the needles occupy \(s<|x|<l\) on the axis, and write the field (in units of \(a\), so that its mean is \(V\)) as

\[
E_x-iE_y=V\,\frac{\zeta^2-c^2}{\sqrt{(\zeta^2-s^2)(\zeta^2-l^2)}} .
\]

It tends to \(V\) at infinity. On the needles the root is imaginary, so \(E_x=0\) there, as a conductor requires. In the gap the root is negative. This is seen by following it from large \(\zeta=iy\), where it behaves as \(\zeta^2=-y^2\), down the imaginary axis to the origin without crossing a needle. The gap field is therefore

\[
E_x=V\,\frac{c^2-x^2}{\sqrt{(s^2-x^2)(l^2-x^2)}} .
\]

The constant \(c\) follows from the neutrality of each needle. The surface charge is proportional to \(E_y\), so

\[
\int_s^l\frac{x^2-c^2}{\sqrt{(x^2-s^2)(l^2-x^2)}}\,dx=0,\qquad c^2=\frac{I_2}{I_0},
\]

where \(I_2\) and \(I_0\) are the integrals with numerators \(x^2\) and 1. For \(s\ll l\),

\[
I_2\simeq\int_0^l\frac{x\,dx}{\sqrt{l^2-x^2}}=l .
\]

The map \(x\to sl/x\) exchanges the two halves of the range of \(I_0\) on either side of \(\sqrt{sl}\) and leaves the integrand with its measure unchanged. Twice the lower half, where \(x\ll l\), gives

\[
I_0\simeq\frac2l\int_s^{\sqrt{sl}}\frac{dx}{\sqrt{x^2-s^2}}
=\frac2l\,{\rm arcosh}\sqrt{\frac ls}\simeq\frac1l\ln\frac{4l}{s} .
\]

Thus \(c^2\simeq l^2/\ln(4l/s)\), which is much larger than \(s^2\). In the gap we may drop \(x^2\) against \(c^2\) and \(l^2\), and the gap voltage is

\[
\int_{-s}^{s}\frac{Vc^2}{l}\,\frac{dx}{\sqrt{s^2-x^2}}=\frac{\pi Vc^2}{l}=\frac{\pi Vl}{\ln(4l/s)} .
\tag{9}
\]

On the lattice \(l\simeq m\), and \(s\) is a fixed length of the order of one spacing. Its value changes the constant beside \(\ln m\), not the leading term. ∎

Equation (9) says that \(m\) divided by the gap enhancement should rise with \(\ln m\) at slope \(1/\pi=0.318\). Lattice solutions at \(m=200\) and \(400\), with \(m+\tfrac12\) used for the half-length, give 0.321. The test allowed a relative difference of 3%.

A pair with \(2m\) shorts is about as rare as one needle with \(2m\) shorts, since both carry the factor \(p^{2m}\). The largest pair has \(m\simeq\ln L/\ln(1/p)\), and its gap fails at

\[
E_{\rm first}\simeq\frac{v_c}{a}\,\frac{\ln m}{\pi m}\;\propto\;\frac{\ln\ln L}{\ln L} .
\]

This lies below (4) for large \(L\). The formula gives the leading form only, with a relative error of order \(1/\ln m\). At \(m=6\) the lattice gap carries about \(4.3V\), while \(\pi m/\ln m\) is 10.5, and at \(m=1600\) the formula is still about 40% too high. It is the first-failure field of the pair, not of a whole sample, in which still more sensitive arrangements may exist.

For long needles, failure of the gap does not complete the breakdown. It leaves one needle of \(2m+1\) shorts, whose tip voltage at that field is

\[
K\sqrt{2m+1}\;E_{\rm first}\,a\simeq v_c\,\frac{K\sqrt{2m+1}\,\ln m}{\pi m}\;\to\;0\qquad(m\to\infty).
\]

Growth stops, and the field must be raised until the merged needle's own tip fails. For this defect, then, first failure has exponent 1 up to a logarithm, while final breakdown has exponent \(1/2\). The shortest pair, \(m=1\), behaves differently: its gap carries about \(1.6V\) and the tip of the merged needle about \(1.7V\), so it runs away at once.

Complete cascades on a periodic lattice with \(L=32\), in which at each step the most heavily loaded of all the bonds is shorted, show both kinds of behaviour:

- A single needle of 4 shorts first fails at \(0.526\,v_c/a\), and no later step needs a higher field. The infinite-lattice value is \(1/1.886=0.530\).
- A 4+4 pair first fails at \(0.299\,v_c/a\). It needs \(0.369\,v_c/a\) for complete breakdown, the same as a needle of 9 shorts in the same lattice.

### What survives in a full random medium

Shorts that lie ahead of a needle in its own row help it to grow, since the bond at its tip then carries more voltage than a bare tip. (A short in the next row, alongside the tip bond, has the opposite effect and shields it.) A fatal defect then need not be a complete run. Suppose that at field \(E\) a bare needle would need

\[
\ell=\left(\frac{v_c}{KEa}\right)^2
\]

shorts to run away, and that the cheapest cooperative pattern needs \(f\ell\) shorts, with \(f<1\). Its probability per site is of order \(p^{f\ell}\), where \(f\) is understood to include the gain from the number of possible patterns. Setting \(L^2p^{f\ell}\) to order 1 gives \(\ell=2\ln L/[f\ln(1/p)]\), and

\[
\left(\frac{v_c}{E_La}\right)^2\simeq\frac{2K^2}{f\ln(1/p)}\,\ln L .
\tag{10}
\]

The exponent \(1/2\) is retained and the coefficient changes, provided that \(f\) tends to a non-zero constant as \(\ell\) grows. This last condition is an assumption. Equation (10) is a scaling argument and not part of the theorem.

Random samples with \(p=0.1\), including all their clusters, have mean strengths of \(0.580\), \(0.519\) and \(0.471\,v_c/a\) for \(L=8\), 16 and 32, with standard errors of 0.006 to 0.007. The decrease with size is clear. It is also clear that isolated needles overestimate the strength. At \(L=32\) the expected number of runs of 4 or more is \(1024\times0.9\times10^{-4}\approx0.09\), so most samples have no such run, yet the mean strength is already below the \(0.530\,v_c/a\) of an isolated 4-needle.

In terms of (10), the inverse square of the mean strength rises with \(\ln L\) at an average slope of 1.11 between \(L=8\) and 32, against \(2K^2/\ln(1/p)=0.565\) for isolated needles. Read literally, this means \(f\approx0.5\). These sizes are too small to determine the exponent, however. At \(L=8\) and 16 the mean first-failure field lies within about half a percent of the mean final field, so arrested failures hardly matter there, and these strengths do not test the run-away condition behind (10). The inverse strengths themselves are 1.725, 1.927 and 2.124, which rise almost equally per doubling of \(L\), so the data would fit \(\alpha=1\) as well as \(\alpha=1/2\).

The role of the largest defect can be tested directly. When a needle of 8 shorts is placed in each of the \(L=32\) samples, the mean strength drops from 0.471 to \(0.348\,v_c/a\). Even a longer needle, of 9 shorts, fails only at \(0.369\,v_c/a\) when it is alone in the same periodic lattice, so here too the surrounding shorts lower the strength further.

### Worked example

Take the round model values \(a=1\) nm, \(v_c=1\) V and \(p=0.1\). The field unit is

\[
\frac{v_c}{a}=\frac{1\ {\rm V}}{10^{-7}\ {\rm cm}}=10\ {\rm MV/cm},
\]

which is the strength of a sheet without defects.

For a sheet \(10^6\) cells wide (1 mm), the expected number of runs of at least \(n\) shorts is \(10^{12}\times0.9\times10^{-n}\). The median longest run is the largest \(n\) for which a run of at least \(n\) shorts is present with probability at least one half. By (7) this probability is 1 minus the exponential of minus the expected number, so the condition is that this number is at least \(\ln2=0.693\). At \(n=12\) it is 0.9 and at \(n=13\) it is 0.09, so the median is 12. With \(g(12)=2.959\),

\[
E_L=\frac{10\ {\rm MV/cm}}{2.959}=3.38\ {\rm MV/cm}\approx1.13\times10^4\ {\rm statvolt/cm}.
\]

The leading law has \(n_L=2\times6\ln10/\ln10=12\) and \(K\sqrt{12}=2.794\), giving \(3.58\) MV/cm, which is 6% higher. The same steps for other sizes give:

| \(L\) | median run | \(E_L\) (MV/cm) | law (4) (MV/cm) |
|---|---|---|---|
| \(10^2\) | 4 | 5.30 | 6.20 |
| \(10^3\) | 6 | 4.54 | 5.06 |
| \(10^4\) | 8 | 4.03 | 4.38 |
| \(10^6\) | 12 | 3.38 | 3.58 |

A ten-thousandfold increase in width, from \(10^2\) to \(10^6\) cells, lowers the needle-limited strength by 36%. The leading law approaches the lattice result slowly, because its relative error is of order \(1/n_L\), and \(n_L\) is itself logarithmic. At the sizes in the table \(n_L\) is a whole number equal to the median run, and the error is close to \(1.46/(2n_L)\). At other sizes the rounding of the run length also contributes. At the formal size \(L=10^{100}\), where the median run is 200, the two differ by 0.4%.

The lattice is a planar network, so its electrostatics is two-dimensional: field lines cannot leave the plane. The exponent \(1/2\) depends on this. A needle in a cubic lattice of capacitors has \(g(12)\approx4.8\) instead of 2.96, and its tip voltage grows almost linearly with \(n\). The values in MV/cm are therefore those of the model with round parameters, not a prediction for a real film. Within the model, these fields are those of isolated needles. The random samples above show that cooperation between neighbouring shorts lowers the strength further, so the values in the table should not be read as the strength of the full random sheet. The numerical output below lists the underlying values.

## Table of computed values

```
shorted fraction p = 0.1
lattice spacing a = 1.0 nm, v_c = 1.0 V
field unit v_c/a = 10.000 MV/cm
K from factorization = 0.806626
K from lattice needles of 200 and 400 = 0.806626
side/tip voltage ratio, n=400 = 0.70485
n, tip enhancement g(n), K sqrt(n) (dimensionless):
    0  1.0000  0.0000
    1  1.2732  0.8066
    2  1.5039  1.1407
    4  1.8859  1.6133
    6  2.2036  1.9758
    8  2.4811  2.2815
    9  2.6089  2.4199
   12  2.9593  2.7942
   20  3.7366  3.6073
   60  6.3235  6.2481
offset g^2/K^2 - n at n=400 = 1.4572
gap enhancement, 4+4 shorts = 3.2712
gap-law slope = 0.3210, 1/pi = 0.3183
L=1000: n, P(no run >= n) exact, Poisson form:
  5  0.000123  0.000123
  6  0.406568  0.406570
  7  0.913931  0.913931
L, median longest run, needle strength, leading law (MV/cm):
  1e2   4  5.303  6.199
  1e3   6  4.538  5.061
  1e4   8  4.030  4.383
  1e6  12  3.379  3.579
L=1e6 needle strength = 11272 statvolt/cm
needle strength/leading law at L=1e100 = 0.9964
random samples: L, mean strength, std. error (v_c/a), 1/mean^2:
   8  0.5797  0.0064  2.975
  16  0.5189  0.0058  3.714
  32  0.4709  0.0068  4.509
slope of 1/mean^2 in ln L, L=8 to 32 = 1.107
isolated-needle slope 2K^2/ln(1/p) = 0.565
L=32 with planted 8-needle, mean = 0.3479 v_c/a
single 4-needle, L=32: first = 0.5257, final = 0.5257 v_c/a
4+4 pair, L=32: first = 0.2992, final = 0.3687 v_c/a
merged 9-needle, L=32: final = 0.3687 v_c/a
```
